# Infrared spectra from classical dipole dynamics with quantum and Verlet corrections

Take a classical trajectory of a molecule, Fourier transform its dipole autocorrelation function, and put the result into the quantum formula for absorption. For a harmonic model of MgH₂ at 300 K, the antisymmetric stretch then has 12.5 % of its correct area and the bend 37 %. Even relative intensities are wrong: the bend is favoured by a factor of three. A second fault comes from the integrator. With a time step of 1.94 fs, the stretch appears at 1693 cm⁻¹, although the force field puts it at 1666 cm⁻¹. A longer run cures neither fault.

The two faults have separate origins, and a sound scheme must treat both.

## What absorption requires

I use Hartree atomic units with $\hbar=4\pi\varepsilon_0=1$, so that $c=137.036$. The molecules form a dilute gas with refractive index 1. They are randomly oriented but do not rotate during the motion. Let $\beta=1/kT$, and let $\mathbf M$ be the molecular dipole.

A field $E\cos\omega t$ along the unit vector $\mathbf e$ adds $-\mathbf M\cdot\mathbf e\,E\cos\omega t$ to the Hamiltonian. Its part oscillating as $e^{-i\omega t}$ has amplitude $E/2$, so the golden rule gives the upward rate

$$\Gamma_{i\to f}=2\pi\frac{E^2}{4}|\langle f|\mathbf M\cdot\mathbf e|i\rangle|^2\delta(\omega_{fi}-\omega),\qquad \omega_{fi}=E_f-E_i .$$

Stimulated emission has the same rate constant, so the net absorbed power carries the population difference $p_i-p_f=p_i(1-e^{-\beta\omega})$ and the photon energy $\omega$. The incident intensity is $cE^2/8\pi$. Dividing power by intensity gives the factor $(\pi/2)(8\pi)/c=4\pi^2/c$. Averaging over orientations replaces $|\mathbf M_{fi}\cdot\mathbf e|^2$ by $|\mathbf M_{fi}|^2/3$. The cross section is therefore

$$\sigma(\omega)=\frac{4\pi^2\omega}{3c}(1-e^{-\beta\omega})I(\omega),\qquad I(\omega)=\sum_{if}p_i|\mathbf M_{fi}|^2\delta(\omega_{fi}-\omega).$$

Since $\langle\mathbf M(t)\cdot\mathbf M(0)\rangle=\sum_{if}p_i|\mathbf M_{fi}|^2e^{-i\omega_{fi}t}$, the same function is

$$I(\omega)=\frac1{2\pi}\int_{-\infty}^{\infty}dt\,e^{i\omega t}\langle\mathbf M(t)\cdot\mathbf M(0)\rangle .$$

Exchanging $i$ and $f$ in the sum gives $I(-\omega)=e^{-\beta\omega}I(\omega)$, which is detailed balance. A classical autocorrelation function is real and even in time, so its spectrum $I_{\rm cl}$ is even in $\omega$ and violates this relation. It needs a factor $F$ with $F(-\omega)=e^{-\beta\omega}F(\omega)$. With $x=\beta\omega$, the standard factor $2/(1+e^{-x})$, the Schofield factor $e^{x/2}$ and the harmonic factor $x/(1-e^{-x})$ all satisfy it. Detailed balance alone cannot choose between them.

## Choosing the factor by a solvable case

For a harmonic mode with mass-weighted coordinate $Q$, write $Q=(a+a^\dagger)/\sqrt{2\omega}$. Since $a(t)=ae^{-i\omega t}$, $\langle aa^\dagger\rangle=\bar n+1$ and $\langle a^\dagger a\rangle=\bar n$,

$$\langle Q(t)Q(0)\rangle=\frac1{2\omega}\left[(\bar n+1)e^{-i\omega t}+\bar n e^{i\omega t}\right].$$

The first term is the line at $+\omega$. Its weight is $(\bar n+1)/2\omega=1/[2\omega(1-e^{-x})]$.

Classically $Q(t)=Q_0\cos\omega t+(P_0/\omega)\sin\omega t$. Equipartition gives $\langle Q_0^2\rangle=kT/\omega^2$, and $\langle P_0Q_0\rangle=0$. Hence the correlation function is $(kT/\omega^2)\cos\omega t$, with weight $kT/2\omega^2$ at $+\omega$. The ratio of quantum to classical weight is

$$\frac{1}{2\omega(1-e^{-x})}\,\frac{2\omega^2}{kT}=\frac{x}{1-e^{-x}} .$$

This selects the harmonic factor. In the cross section its denominator cancels stimulated emission:

$$\sigma(\omega)=\frac{4\pi^2\beta\omega^2}{3c}I_{\rm cl}(\omega).$$

Now let the dipole be linear, $\mathbf M=\mathbf M_0+\sum_k\mathbf M_k'Q_k$. Different modes are uncorrelated, and the constant contributes at zero frequency, where $\omega^2$ removes it. At positive frequency

$$I_{\rm cl}=\sum_k|\mathbf M_k'|^2\frac{kT}{2\omega_k^2}\delta(\omega-\omega_k),
\qquad
\int_{\text{line }k}\sigma\,d\omega=\frac{2\pi^2}{3c}|\mathbf M_k'|^2 .$$

The temperature and the frequency have cancelled. This is the double-harmonic intensity: harmonic in the potential, linear in the dipole.

For any other factor $F$, the area divided by the correct one is $F(1-e^{-x})/x$. This equals $(1-e^{-x})/x$ without a factor, $\tanh(x/2)/(x/2)$ for the standard factor, and $\sinh(x/2)/(x/2)$ for Schofield's. All tend to 1 as $x\to0$. For the stretch, $x=7.99$, and the three ratios are 0.125, 0.250 and 6.80. The choice matters for stiff modes.

## From a finite record to a line

Let $\mathbf M_n$ be the dipole at time $n\,dt$, with $n=0,\dots,N-1$. The Hann window $w_n=\tfrac12-\tfrac12\cos(2\pi n/N)$ suppresses the jump between the ends of the record. With $\mathbf u_n=w_n\mathbf M_n$,

$$\left|\sum_n\mathbf u_ne^{-i\omega n dt}\right|^2=\sum_m e^{-i\omega m dt}\sum_n\mathbf u_{n+m}\cdot\mathbf u_n ,$$

because each pair of times is grouped by its lag $m$. The squared Fourier amplitude is thus the transform of the windowed autocorrelation, obtained without forming the lag sums. The normalized density is

$$S(\omega_j)=\frac{dt}{2\pi\sum_nw_n^2}\left|\sum_n\mathbf u_ne^{-i\omega_jn dt}\right|^2,\qquad \Delta\omega=\frac{2\pi}{N\,dt}.$$

By Parseval's theorem the squared amplitudes sum to $N\sum_nw_n^2|\mathbf M_n|^2$ over all $N$ bins. Hence $\sum_jS\,\Delta\omega=\sum_nw_n^2|\mathbf M_n|^2/\sum_nw_n^2$, whose ensemble average is $\langle|\mathbf M|^2\rangle$ for a stationary process. A sinusoid of amplitude $A$ has mean square $A^2/2$, half of it at positive frequency, so its line weight is $A^2/4$. I sum 41 bins around each peak and take their power-weighted mean as the line position.

## What the integrator does to the position

For one mode, velocity Verlet reads

$$v_{n+1/2}=v_n-\tfrac12dt\,\omega^2x_n,\quad x_{n+1}=x_n+dt\,v_{n+1/2},\quad v_{n+1}=v_{n+1/2}-\tfrac12dt\,\omega^2x_{n+1}.$$

The two half kicks around time $n$ combine to $v_{n+1/2}-v_{n-1/2}=-dt\,\omega^2x_n$. Subtracting successive position updates then gives

$$x_{n+1}-2x_n+x_{n-1}=-\omega^2dt^2x_n .$$

Insert $x_n=e^{i\Omega n dt}$ and divide by it. The left side becomes $2\cos\Omega dt-2=-4\sin^2(\Omega dt/2)$, so

$$\sin\frac{\Omega dt}{2}=\frac{\omega dt}{2},\qquad \Omega=\frac2{dt}\arcsin\frac{\omega dt}{2},\qquad \omega=\frac2{dt}\sin\frac{\Omega dt}{2}.$$

Coupled harmonic coordinates obey the same recursion with a constant matrix, which normal coordinates diagonalize, so the result holds mode by mode. Expanding the arcsine gives $\Omega\approx\omega+\omega^3dt^2/24$, a blue shift that grows with the cube of the frequency. At $\omega dt=2$ the line reaches the highest representable frequency, $\pi/dt$. Beyond it $\cos\Omega dt<-1$, $\Omega$ is complex, and one solution grows. Runs at $\omega dt=1.99$ and $2.01$ tested this: the first stayed bounded and the second diverged.

## Why moving the axis is not enough

The integrator also changes the amplitude. Let $\theta=\Omega dt/2$ and write $x_n=x_0\cos\Omega ndt+B\sin\Omega ndt$. Averaging the relations for $v_{n\pm1/2}$ gives $v_n=(x_{n+1}-x_{n-1})/2dt$, so $v_0=B\sin(\Omega dt)/dt$. Since $\sin\Omega dt=2\sin\theta\cos\theta=\omega dt\cos\theta$,

$$B=\frac{v_0}{\omega\cos\theta}.$$

Draw starts from the exact canonical distribution, $\langle x_0^2\rangle=kT/\omega^2$ and $\langle v_0^2\rangle=kT$, and use no thermostat afterwards. The line weight is

$$\frac{\langle x_0^2\rangle+\langle B^2\rangle}{4}=\frac{kT}{2\omega^2}g,\qquad g=\frac{1+\sec^2\theta}{2}.$$

If the prefactor $\omega^2$ is also taken at the shifted position, the area is wrong by $(\Omega/\omega)^2g$.

One may instead use the dipole velocity. Classically $I_{\dot M}=\omega^2I_M$, so $\sigma=(4\pi^2\beta/3c)I_{\dot M}$ with no frequency prefactor. The Verlet velocity is $v_n=\omega\cos\theta\,(-x_0\sin\Omega ndt+B\cos\Omega ndt)$. Its power is therefore $\omega^2\cos^2\theta$ times the position power, and the area is multiplied by $g\cos^2\theta=(1+\cos^2\theta)/2$.

The factor $g$ belongs to the way the starts were drawn and to the use of $S$, which averages over all time origins of an ensemble that is not stationary under the Verlet map. The correlation with the start alone is $\langle x_nx_0\rangle=(kT/\omega^2)\cos\Omega n\,dt$, because $\langle Bx_0\rangle=0$; it has the exact weight and must not be divided by $g$. Suppose instead that the ensemble is stationary under the Verlet map, with $\langle v^2\rangle=kT$. Stationarity requires $\langle x_0^2\rangle=\langle B^2\rangle=kT/(\omega^2\cos^2\theta)$. Then $g$ is replaced by $\sec^2\theta$, and the velocity form needs no correction.

## The scheme

1. Draw positions and velocities from the canonical distribution and propagate without a thermostat.
2. Form $S(\Omega)$ from the dipole record and average over trajectories.
3. Assign each bin the frequency $\omega=(2/dt)\sin(\Omega dt/2)$.
4. For line areas, sum $(4\pi^2\beta/3c)\,\omega^2S(\Omega)\Delta\Omega/g(\Omega)$, keeping the original bin width.
5. For a curve on the new axis, use

$$\sigma(\omega)=\frac{4\pi^2\beta\omega^2}{3c}\,\frac{S(\Omega)}{g(\Omega)}\,\frac{d\Omega}{d\omega},\qquad \frac{d\Omega}{d\omega}=\frac1{\cos(\Omega dt/2)} .$$

The derivative keeps the area fixed when the axis is compressed.

## MgH₂ as a test

The molecule is linear, with a bond length of 1.705 Å at the RHF/def2-SVP level. Its Hessian and dipole derivatives define the model, with translations and rotations removed. Electron correlation, anharmonicity and rotation are left out and the basis is small, so the numbers judge the scheme and do not predict a measured spectrum.

The bend pair lies at 508.1 cm⁻¹ and the antisymmetric stretch at 1666.4 cm⁻¹. The symmetric stretch at 1639.1 cm⁻¹ keeps the dipole zero and gives no line. For the antisymmetric stretch $|\mathbf M'|^2=2.5225\times10^{-4}$, so

$$\int\sigma\,d\omega=\frac{2\pi^2}{3(137.036)}\,2.5225\times10^{-4}=1.2112\times10^{-5}.$$

In wavenumber, $\tilde\nu=\omega/2\pi c$, this is $1.2112\times10^{-5}/(2\pi\cdot137.036)=1.4067\times10^{-8}$ bohr per molecule. Multiplication by the bohr in kilometres and by Avogadro's number gives 448.3 km/mol. The bend pair has 1160.4 km/mol. A quantum calculation with the same $|\mathbf M'|^2$ and prefactor, using grid diagonalization and a thermal sum over all transitions, gives the same areas at 300 K and 1000 K. This is the f-sum rule, $\sum_{i<f}(p_i-p_f)\,\omega_{fi}|Q_{fi}|^2=\tfrac12$, which holds for any potential; in the harmonic case all of it sits in the line at $\omega$.

The dynamics needs eight trajectories. Each start is a sum $\sum_j\xi_j$ times a fixed vector, with independent unit Gaussians $\xi_j$ for four mode coordinates and four momenta. Linear motion and a linear dipole give $\mathbf M(t)=\sum_j\xi_j\mathbf m_j(t)$. Since $\langle\xi_i\xi_j\rangle=\delta_{ij}$, the canonical average for any two times is $\langle\mathbf M(t)\cdot\mathbf M(t')\rangle=\sum_j\mathbf m_j(t)\cdot\mathbf m_j(t')$. The averaged $S$ is a weighted sum of such products, so it equals the sum of the eight single-trajectory spectra, free of sampling noise.

At $dt=40$ (0.97 fs) the stretch appears at 1672.91 cm⁻¹, or $\Omega=0.0076223$ hartree. Then $\Omega dt/2=0.15245$, its sine is $0.15186$, and $\omega=0.15186/20=0.007593$ hartree, which is 1666.4 cm⁻¹. The bend moves by 0.18 cm⁻¹, the stretch by 6.5 cm⁻¹.

At $dt=80$ the stretch moves by 26.7 cm⁻¹, nearly as much as the 27.4 cm⁻¹ that separate it from the silent stretch, though upward and away from that mode. Here $\omega dt/2=0.3037$ and $\cos^2\theta=1-0.3037^2=0.9078$. Thus $g=(1+1/0.9078)/2=1.051$, and the uncorrected area ratio is $(1693.18/1666.43)^2\times1.051=1.085$. Mapping the axis leaves an error of 5.1 %, and the velocity form is 4.6 % low. Dividing by $g$ brings the ratio to 1.0000. For all three time steps, tests confirmed these area ratios to $10^{-4}$ and the line positions to $2\times10^{-6}$ relative.

Ordinary random sampling is noisier. With 600 trajectories at $dt=40$ the areas are $1095\pm31$ and $450\pm18$ km/mol. The bend is 2.1 standard errors low, within the test's limit of four. The size of the errors is understandable: a mode's area is nearly proportional to its energy, whose canonical standard deviation equals its mean. One mode therefore has a relative error near $1/\sqrt{600}=4.1\,\%$, and two independent bends have about $2.9\,\%$. At this sample size, noise outweighs the stretch's 2.0 % Verlet area error.

## Where the scheme stops working

**Overtones.** Let $\mathbf M=\tfrac12\mathbf M''Q^2$ in a harmonic potential. With $|\langle n+2|Q^2|n\rangle|^2=(n+1)(n+2)/4\omega^2$, the net quantum strength contains

$$\sum_n(p_n-p_{n+2})(n+1)(n+2)=\sum_np_n[(n+1)(n+2)-n(n-1)]=4\bar n+2=2\coth\frac x2 .$$

The area is

$$\frac{4\pi^2(2\omega)}{3c}\,\frac{|\mathbf M''|^2}{16\omega^2}\,2\coth\frac x2=\frac{\pi^2|\mathbf M''|^2}{3c\,\omega}\coth\frac x2 .$$

Classically, $Q=A\cos(\omega t+\phi)$ makes the dipole oscillate at $2\omega$ with amplitude $|\mathbf M''|A^2/4$, hence weight $|\mathbf M''|^2\langle A^4\rangle/64$. The quantity $A^2$ is exponentially distributed with mean $2kT/\omega^2$, so $\langle A^4\rangle=8(kT)^2/\omega^4$. The corrected classical area is

$$\frac{4\pi^2\beta(2\omega)^2}{3c}\,\frac{|\mathbf M''|^2(kT)^2}{8\omega^4}=\frac{2\pi^2|\mathbf M''|^2kT}{3c\,\omega^2}.$$

Its ratio to the quantum area is $\tanh(x/2)/(x/2)$. At the stretch frequency this is 0.25, as the dynamics confirmed. The quadratic dipole is a model here, since inversion symmetry forbids this term for the antisymmetric stretch of MgH₂.

The frequency map fails as well. The overtone appears at $2\Omega$, and the map sends it to $(2/dt)\sin\Omega dt=2\omega\cos\theta$. At $dt=80$ the raw line is at 3386 cm⁻¹, the mapped one at 3175 cm⁻¹, and the true one at 3333 cm⁻¹. The map has turned an error of $+53$ into $-157$ cm⁻¹. Halving the measured position, mapping it, and doubling the result recovers $2\omega$.

**Anharmonic motion.** Consider $V=D(1-e^{-aq})^2$ with unit mass and $\omega_0=a\sqrt{2D}=1$. Let $z=e^{aq}$. Energy conservation gives $\dot z^2=a^2z^2\dot q^2=2a^2[Ez^2-D(z-1)^2]$. Differentiating and dividing by $2\dot z$ yields $\ddot z=2a^2[D-(D-E)z]$, so the exact frequency is $\omega_0\sqrt{1-E/D}$.

For $D=10$, $E=1$, $dt=0.2$ and a start at $q=0$, the raw frequency error is $1.15\times10^{-3}$, and the map leaves $-2.7\times10^{-4}$. Most of this remainder comes from the start. To order $dt^2$, velocity Verlet follows the modified Hamiltonian $H+dt^2(V''p^2/12-V'^2/24)$, a standard result. On a closed orbit $\langle V''p^2\rangle=\langle V'^2\rangle$, because the average of $d(V'p)/dt$ vanishes, and for this potential $\langle V'^2\rangle=E\omega$, so the added term averages to $dt^2E\omega/24$. At $q=0$ it equals $dt^2E/6$. The orbit therefore has its energy raised by $dt^2(E/6-E\omega/24)=5.1\times10^{-3}$, and with $d\omega/dE=-1/(2D\omega)$ its frequency falls by $2.68\times10^{-4}$. At fixed action the shift is $dt^2\omega\,d(E\omega/24)/dE=dt^2(\omega^2-E/2D)/24=1.417\times10^{-3}$, against the $\omega^3dt^2/24=1.423\times10^{-3}$ that the map removes, a mismatch of only $-6\times10^{-6}$. The two parts add to $-2.74\times10^{-4}$. At a turning point the added term is negative and the remainder changes sign; the same estimate gives $+1.6\times10^{-4}$ for the outer one. The amplitude change that only rescales a harmonic line thus moves an anharmonic one, and no map of the axis can undo it. Halving $dt$ divides the remainder by 4.0, as a $dt^2$ term requires. Two step sizes from the same start can then replace the harmonic map: with raw errors $2.875\times10^{-4}$ at $dt=0.1$ and $1.154\times10^{-3}$ at $dt=0.2$, the combination $(4\Omega_{0.1}-\Omega_{0.2})/3$ has an error of about $-1\times10^{-6}$. The remaining values for each time step are in the numerical output.

## Table of computed values

```
MgH2, RHF/def2-SVP, harmonic; pairs are: bend pair, antisym. stretch
masses Mg, H: 24.305, 1.008 u
Mg-H bond length: 3.2224 bohr = 1.7052 angstrom
temperature: 300 K; kT = 9.500435e-04 hartree
1 hartree = 219474.631 cm^-1; speed of light = 137.0360 a.u.
harmonic omega: 2.314998e-03, 7.592830e-03 hartree
harmonic wavenumber: 508.08, 1666.43 cm^-1
silent symmetric stretch: 1639.06 cm^-1
|dM/dQ|^2 summed over line: 6.52949e-04, 2.52254e-04 e^2/m_e
double-harmonic area: 3.13511e-05, 1.21119e-05 a.u.
double-harmonic area: 1160.35, 448.28 km/mol
quantum thermal sum, 300 K: 1160.35, 448.28 km/mol
quantum thermal sum, 1000 K: 1160.35, 448.28 km/mol
classical mean square vibrational dipole: 1.19907e-01 e^2 bohr^2
x = omega/kT: 2.4367, 7.9921
area/quantum, factor none: 0.3745, 0.1251
area/quantum, factor standard: 0.6888, 0.2501
area/quantum, factor Schofield: 1.2664, 6.8022
area/quantum, factor harmonic: 1.0000, 1.0000
time step 20 a.u. = 0.4838 fs
  Verlet line position: 508.13, 1668.04 cm^-1
  blue shift: 0.045, 1.605 cm^-1
  corrected position: 508.08, 1666.43 cm^-1
  area ratio, uncorrected: 1.00045, 1.00483
  area ratio, axis corrected: 1.00027, 1.00290
  area ratio, velocity form: 0.99973, 0.99712
  area ratio, fully corrected: 1.00001, 1.00000
time step 40 a.u. = 0.9676 fs
  Verlet line position: 508.26, 1672.91 cm^-1
  blue shift: 0.182, 6.472 cm^-1
  corrected position: 508.08, 1666.43 cm^-1
  area ratio, uncorrected: 1.00179, 1.01968
  area ratio, axis corrected: 1.00108, 1.01180
  area ratio, velocity form: 0.99893, 0.98847
  area ratio, fully corrected: 1.00000, 1.00000
time step 80 a.u. = 1.9351 fs
  Verlet line position: 508.81, 1693.18 cm^-1
  blue shift: 0.729, 26.745 cm^-1
  corrected position: 508.08, 1666.43 cm^-1
  area ratio, uncorrected: 1.00721, 1.08481
  area ratio, axis corrected: 1.00432, 1.05081
  area ratio, velocity form: 0.99571, 0.95388
  area ratio, fully corrected: 1.00000, 1.00000
random sampling, 600 trajectories, time step 40 a.u.
  area: 1095.0, 450.5 km/mol
  standard error: 30.7, 18.3 km/mol
stretch overtone area, classical/quantum: 0.2501
overtone, 80 a.u. step: Verlet 3386.36 cm^-1
  true 2*omega 3332.87, naive map 3175.43 cm^-1
  map through parent mode 3332.87 cm^-1
Morse D=10, E=1, omega0=1: exact omega 0.948683
  dt=0.2: error raw 1.154e-03, corrected -2.739e-04
  dt=0.1: error raw 2.875e-04, corrected -6.857e-05
  corrected-error ratio on halving dt: 3.995
```
